# How Valence Spin Splitting Lengthens Hole-Spin Lifetime in Monolayers

## Definitions and conventions

Consider a semiconducting monolayer with a horizontal mirror plane, no inversion centre and no magnetic order. Its valence-band maxima lie at the zone corners $K$ and $-K$. Write $\mathbf k=\pm\mathbf K+\mathbf q$, with $\mathbf q$ small, and let $\uparrow,\downarrow$ denote spin along the layer normal $z$. The hole energy $\varepsilon$ is counted downwards from the valence edge; the spin label is that of the band state.

The mirror $z\to-z$ reverses $s_x$ and $s_y$ but preserves $s_z$ and in-plane momentum. A mirror-symmetric single-band Hamiltonian therefore contains no $s_x$ or $s_y$, and its states have definite $s_z$. Time reversal reverses both momentum and spin, so

$$E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k).$$

If $\uparrow$ is the upper branch at $K$, then $\downarrow$ is the upper branch at $-K$. The splitting between branches at either corner is $D$.

The holes are free (not bound in excitons), non-degenerate and at temperature $T$. Scattering is elastic and treated to lowest (Born) order, and there is no magnetic field. Energy exchange is assumed fast enough to keep the population within each branch thermal, so rates are thermal averages. Spin lifetime means the time integral of $S_z(t)/S_z(0)$ for holes prepared in $K\uparrow$.

Four final states matter. Starting from $K\uparrow$ with $\varepsilon<D$:

- $K\uparrow$ is open, but the spin is kept.
- $K\downarrow$ reverses spin but is closed by energy.
- $-K\uparrow$ changes valley, keeps spin and is closed by energy.
- $-K\downarrow$ is open: spin and valley change together.

This is the origin of the simultaneous requirement. Whether it lengthens the lifetime, and by how much, depends on how readily the disorder supplies the last transition.

## A band that contains the locking

Take a triangular lattice of constant $a$, with vectors $\mathbf a_1+\mathbf a_2+\mathbf a_3=0$ at $120^\circ$, and, with $s=\pm1$,

$$E_s=-2t\sum_i\cos(\mathbf k\cdot\mathbf a_i)+2\beta s\sum_i\sin(\mathbf k\cdot\mathbf a_i).$$

At $K$ every phase is $2\pi/3$ modulo $2\pi$. The cosine sum is $-3/2$ and the sine sum is $3\sqrt3/2$, so $E_s=3t+3\sqrt3\,\beta s$ and $D=6\sqrt3\,\beta$.

For small $x_i=\mathbf q\cdot\mathbf a_i$, the linear terms cancel because $\sum_i x_i=0$, while $\sum_i x_i^2=\tfrac32a^2q^2$. With $\cos(2\pi/3+x)\simeq-\tfrac12-\tfrac{\sqrt3}{2}x+\tfrac14x^2$ and $\sin(2\pi/3+x)\simeq\tfrac{\sqrt3}{2}-\tfrac12x-\tfrac{\sqrt3}{4}x^2$, the upper branch has

$$\varepsilon=\frac{\hbar^2q^2}{2m},\qquad \frac{\hbar^2}{2m}=\frac34a^2(t+\sqrt3\beta).$$

The lower branch has $t-\sqrt3\beta$ instead. I use the upper mass for both; in the example below the true ratio is 1.15. The density of states per branch and area is $\nu=m/(2\pi\hbar^2)$.

## What can reverse the spin

A scalar potential cannot reverse a pure $s_z$ state. A non-magnetic defect can do so if it breaks the mirror. A simple form puts Rashba hopping on the six bonds $\boldsymbol\delta=a\hat{\mathbf d}$ around site $j$:

$$W_j=i\lambda\sum_{\boldsymbol\delta}\big(|j+\boldsymbol\delta\rangle\langle j|-|j\rangle\langle j+\boldsymbol\delta|\big)(s_x\hat d_y-s_y\hat d_x).$$

The spin factor has element $\langle\downarrow|\cdot|\uparrow\rangle=\hat d_y-i\hat d_x=-i\hat d_+$, where $\hat d_+=\hat d_x+i\hat d_y$. On $N$ cells,

$$\langle\mathbf k'\!\downarrow|W_j|\mathbf k\!\uparrow\rangle=\frac{\lambda}{N}e^{i(\mathbf k-\mathbf k')\cdot\mathbf r_j}\sum_{\boldsymbol\delta}\hat d_+\left(e^{-i\mathbf k'\cdot\boldsymbol\delta}-e^{i\mathbf k\cdot\boldsymbol\delta}\right).$$

**Between valleys**, $\mathbf k=\mathbf K+\mathbf q$ and $\mathbf k'=-\mathbf K+\mathbf q'$. The bracket becomes $-ie^{i\mathbf K\cdot\boldsymbol\delta}(\mathbf q+\mathbf q')\cdot\boldsymbol\delta$ to first order. The factor $e^{i\mathbf K\cdot\boldsymbol\delta}=-\tfrac12\pm i\tfrac{\sqrt3}{2}$ has an imaginary part odd in $\boldsymbol\delta$, which cancels against the even product $\hat d_+\boldsymbol\delta$. Since $\sum\hat d_i\hat d_j=3\delta_{ij}$ over six bonds, the sum is

$$\frac{3i}{2}a(\mathbf q+\mathbf q')_+ .$$

**Within a valley**, $\mathbf k'=\mathbf K+\mathbf q'$. The zeroth-order term is proportional to $\sum\hat d_+\sin(\mathbf K\cdot\boldsymbol\delta)$ and vanishes by threefold symmetry. The first-order bracket is $-i(e^{-i\mathbf K\cdot\boldsymbol\delta}\mathbf q'+e^{i\mathbf K\cdot\boldsymbol\delta}\mathbf q)\cdot\boldsymbol\delta$; again only the real part $-\tfrac12$ survives, and the result is the same.

An atomically sharp defect thus has equal leading flip amplitudes within and between valleys. What makes the two processes differ in rate is the spatial extent of the disorder.

The intervalley amplitude vanishes at $\mathbf q'=-\mathbf q$ for a general reason. Let $\Theta$ be time reversal, with $\Theta^2=-1$, and let $W$ commute with it. Antiunitarity means $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$, hence

$$\langle\Theta\psi|W|\psi\rangle=\langle\Theta W\psi|\Theta^2\psi\rangle=-\langle W\Theta\psi|\psi\rangle=-\langle\Theta\psi|W|\psi\rangle=0.$$

A magnetic defect breaks this symmetry, need not give zero, and can flip spin even at the band edge.

## First contribution: smooth disorder within the valley

Let the Rashba strength vary as $\lambda_0e^{-r^2/2\xi^2}$. For uniform $\lambda_0$, setting $\mathbf q'=\mathbf q$ gives a flip element $3i\lambda_0a\,q_+$, so the Rashba coefficient is $\alpha_0=3\lambda_0a$. Summing the patch over sites gives

$$F(\boldsymbol\kappa)=\sum_je^{-r_j^2/2\xi^2}e^{i\boldsymbol\kappa\cdot\mathbf r_j}=\frac{2\pi\xi^2}{A_c}\sum_{\mathbf G}e^{-|\boldsymbol\kappa+\mathbf G|^2\xi^2/2},$$

where $A_c=\sqrt3a^2/2$ is the cell area and $\mathbf G$ runs over reciprocal vectors.

Within a valley $\boldsymbol\kappa=\mathbf q-\mathbf q'$ is small and $\mathbf G=0$ dominates. On total area $A=NA_c$,

$$|M|=\frac{\alpha_0\,2\pi\xi^2}{2A}\,|\mathbf q+\mathbf q'|\,e^{-|\mathbf q-\mathbf q'|^2\xi^2/2}.$$

Between valleys $\boldsymbol\kappa\simeq2\mathbf K$, and three vectors $\boldsymbol\kappa+\mathbf G$ have the smallest length $|\mathbf K|$. At $\mathbf q'=\mathbf q$ the amplitude relative to $F(0)$ is $3e^{-K^2\xi^2/2}$ and the probability $9e^{-K^2\xi^2}$. Smooth disorder can turn the spin but cannot supply the valley momentum.

For patches of random sign and density $n_s$, independent of the scalar potential, the golden rule adds probabilities. At $D=0$ elastic scattering has $q'=q$. With angle $\theta$ between the wavevectors, $|\mathbf q\mp\mathbf q'|^2=2q^2(1\mp\cos\theta)$. Using $\langle e^{z\cos\theta}\rangle=I_0(z)$ and $\langle\cos\theta\,e^{z\cos\theta}\rangle=I_1(z)$,

$$g(q)=\frac{2\pi}{\hbar}n_s\nu(\alpha_02\pi\xi^2)^2\,\frac{q^2}{2}e^{-z}[I_0(z)+I_1(z)],\quad z=2q^2\xi^2.$$

For $q\xi\ll1$ the last factor tends to $q^2/2$. For $q\xi\gg1$ forward scattering dominates and it tends to $q/(2\sqrt\pi\,\xi)$.

A finite splitting closes this channel for $\varepsilon<D$. Holes with $\varepsilon>D$ can still use it. In two dimensions their thermal weight is $e^{-\varepsilon/kT}d\varepsilon/kT$; substituting $\varepsilon=D+\varepsilon'$ extracts a Boltzmann factor:

$$g_u=e^{-D/kT}g_d.$$

Here $g_u$ is the flip rate from upper to lower branch and $g_d$ the reverse. Once $D$ is large compared with both $kT$ and $\hbar^2/2m\xi^2$, the rate $g_d$ also falls with $D$, because the two wavevectors then differ in length by more than $1/\xi$ and a smooth patch cannot make up the difference.

## Second contribution: sharp defects between valleys

For sharp Rashba defects of density $n_d$, $|M|=\tfrac32\lambda a|\mathbf q+\mathbf q'|A_c/A$. The angular mean of $|\mathbf q+\mathbf q'|^2$ is $2q^2$. Multiplying by $n_dA$ defects and $A\nu$ final states per energy gives

$$h=\frac{2\pi}{\hbar}n_d\nu A_c^2\,\frac92\lambda^2a^2q^2 .$$

Since $\langle\varepsilon\rangle=kT$, the thermal rate follows by setting $q^2=q_T^2=2mkT/\hbar^2$, and $h\propto T$. It contains no $D$: initial and final states are degenerate by time reversal. This rate sets the ceiling on what the splitting can achieve.

## Third contribution: incomplete spin purity

A Rashba term mixes the branches. To first order in $1/D$ the upper states are

$$|\psi_K\rangle=|\uparrow\rangle+\frac{i\alpha q_+}{D}|\downarrow\rangle,\qquad|\psi_{-K}\rangle=|\downarrow\rangle-\frac{i\alpha q'_-}{D}|\uparrow\rangle.$$

Their spin overlap is $\langle\psi_{-K}|\psi_K\rangle=i\alpha(\mathbf q+\mathbf q')_+/D$, the second term acquiring its sign by conjugation. A sharp scalar defect of on-site energy $U$ can therefore produce the joint transition, at rate

$$h_m=\frac{2\pi}{\hbar}n_d\nu\left(\frac{UA_c\alpha}{D}\right)^2 2q^2 .$$

For varying $\alpha(\mathbf r)$, its value at the defect enters. A gradient term independent of $\mathbf q$ and $\mathbf q'$ would survive at $\mathbf q'=-\mathbf q$, where time reversal requires zero. This uses a constant energy denominator, so $D$ must exceed both $kT$ and $\hbar^2/2m\xi^2$. For random patches the mean square is

$$\alpha_{\rm rms}^2=n_s\alpha_0^2\int e^{-r^2/\xi^2}d^2r=n_s\pi\xi^2\alpha_0^2.$$

Their random signs remove the average interference with the direct amplitude. Larger splitting thus helps a second time: it makes the spin states purer, and this rate falls as $1/D^2$.

## Combining the rates

The same scalar defects transfer holes between valleys without reversing spin. From the lower to the upper branch the rate is $v_d=(2\pi/\hbar)n_d\nu(UA_c)^2$; the reverse is $v_u=e^{-D/kT}v_d$. Let $h_t=h+h_m$ for $D\gg kT$, and define the population differences

$$x=n_{K\uparrow}-n_{-K\downarrow},\qquad y=n_{K\downarrow}-n_{-K\uparrow}.$$

The net spin is $x-y$. Counting departures and arrivals,

$$\dot x=-(g_u+v_u+2h_t)x+(g_d-v_d)y,$$
$$\dot y=(g_u-v_u)x-(g_d+v_d+2h_t)y.$$

At $D=0$ the up and down rates coincide and the mixing correction is absent. Subtracting gives $d(x-y)/dt=-2(g+h)(x-y)$, so the lifetime is $1/[2(g+h)]$. The 2 appears because each flip removes one spin and creates its opposite. The rate $v$ drops out.

For $D\gg kT$ the lower branch is nearly empty and adjusts quickly. If $h_t\ll g_d+v_d$, then $y\simeq(g_u-v_u)x/(g_d+v_d)$. Substitution gives the slow rate

$$2h_t+g_u+v_u-\frac{(g_d-v_d)(g_u-v_u)}{g_d+v_d}
=2h_t+\frac{4g_uv_u}{g_u+v_u}.$$

The equality follows from the common Boltzmann factor and $(g_d+v_d)^2-(g_d-v_d)^2=4g_dv_d$. The second term vanishes if either $g_u$ or $v_u$ vanishes. A hole that only flips its spin thermally falls back to $K\uparrow$; it must also change valley for the polarization to be lost. Even the activated route needs both operations, in series. The smallest non-zero decay rate of the four-population rate matrix, tested with the example's parameters at $D=50$, 60 and 80 meV, agrees with this formula within 1%.

## Where the amplitude goes

The final states can be followed without the golden rule. Exact evolution was calculated on a $12\times12$ periodic lattice with $t=1$, starting from each of the six spin-up states that surround $K$ on the momentum grid and averaging over late times. The smooth Rashba field has mean 0.05 and a slow modulation; the sharp field has an independent random value of standard deviation 0.05 on every site. The splitting is either zero or 3.12.

With no splitting, the smooth field leaves weights 0.49 in $K\uparrow$ and 0.51 in $K\downarrow$: spin is lost without changing valley. With the large splitting, 0.997 stays in $K\uparrow$, and $K\downarrow$ holds 0.003. That remnant is reversible mixing. For two levels coupled by $c$, its time average is about $2c^2/D^2$; here $c=3\times0.05\times qa=0.09$, with $qa=0.60$, which gives 0.002 from the mean field alone.

The sharp field behaves differently. Without splitting it populates all four sectors, with weights between 0.20 and 0.30. With splitting, 0.52 remains in $K\uparrow$ and 0.48 reaches $-K\downarrow$; each of the other sectors holds 0.0003. Splitting has selected the joint transition but has not prevented it. This small closed system identifies destinations, not decay rates.

## A worked comparison at 77 K

Take $a=0.33$ nm, $m=0.4\,m_0$ and $D=0.45$ eV. Then $kT=6.64$ meV, $q_T=0.264$ nm$^{-1}$, $A_c=0.0943$ nm$^2$ and $\nu=0.836$ eV$^{-1}$nm$^{-2}$. The disorder consists of

- smooth patches: $\alpha_0=0.005$ eV nm, $\xi=3$ nm, $n_s=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$;
- sharp defects: $\lambda=0.05$ eV, $U=1$ eV, $n_d=10^{11}$ cm$^{-2}=0.001$ nm$^{-2}$.

Mass, temperature and disorder are held fixed while $D$ varies.

**Smooth flips.** The patch strength is $0.005\times2\pi\times9=0.283$ eV nm$^3$. The prefactor of $g$ is $(2\pi/\hbar)(0.01)(0.836)(0.283)^2\simeq6.4\times10^{12}$ nm$^2$/s. The thermal mean of the remaining factor is 0.0186 nm$^{-2}$, giving $g=1.2\times10^{11}$ s$^{-1}$ at $D=0$. At $\mathbf q'=\mathbf q$ the valley-transfer probability of the same patch is lower, by a multiplying factor of about $10^{-629}$; at hole energy $kT$, other scattering angles raise this by tens of decades, but it remains negligible. That figure belongs to a perfect Gaussian; any atomic-scale structure would dominate it.

**Sharp flips.** Here $\tfrac92\lambda^2a^2q_T^2A_c^2=7.6\times10^{-7}$ eV$^2$nm$^4$. Multiplication by $(2\pi/\hbar)n_d\nu$ gives $h=6.1\times10^6$ s$^{-1}$. A zone integral with the full lattice band and defect element, at hole energy $kT$, gives the same value to this precision.

**Mixing.** The rms Rashba coefficient is 0.00266 eV nm. The amplitude ratio to the direct flip is $(U\alpha_{\rm rms}/D)/(\tfrac32\lambda a)=0.00591/0.0248=0.24$, so $h_m=0.057h=3.5\times10^5$ s$^{-1}$.

At $D=0$ the lifetime is $1/(2g)\simeq4.2$ ps, since $h$ is negligible beside $g$. At 450 meV the intravalley channel is gone and

$$\frac1{2(6.05+0.35)\times10^6\ {\rm s}^{-1}}\simeq78\ {\rm ns}.$$

In Born order the gain is about $2\times10^4$. Intermediate splittings show how it builds up:

| $D$ (meV) | Lifetime |
|---|---|
| 0 | 4.2 ps |
| 50 | 8.4 ns |
| 100 | 38 ns |
| 200 | 64 ns |
| 450 | 78 ns |

The activated rate $4g_uv_u/(g_u+v_u)$ equals $2h_t$, which includes mixing, at 48 meV. At 50 meV, where $D$ is only about five times $\hbar^2/2m\xi^2=11$ meV, the constant energy denominator overstates the thermally averaged mixing rate by about 35%; at 100 meV the excess is about a quarter. With momentum-dependent denominators the lifetimes at 50, 100 and 200 meV become about 9.6, 43 and 66 ns, and the crossing moves to about 50 meV. Beyond 100 meV the remaining improvement comes from the $1/D^2$ fall of mixing. As $D\to\infty$ the lifetime approaches $1/(2h)\simeq83$ ns.

One small channel was left out of $g$: sharp Rashba defects also flip spin within a valley. At $D=0$ their rate equals $h$, negligible beside the smooth part. At finite $D$ the mean of $|\mathbf q+\mathbf q'|^2$ is $q^2+q'^2$, so their downhill rate is $h(D+2kT)/2kT$, or $2\times10^8$ s$^{-1}$ at 450 meV. The Boltzmann factor $3.5\times10^{-30}$ still makes the activated contribution irrelevant.

That omission matters in another case. If the smooth patches are absent, the rate at $D=0$ is $2(h+h)$ and at very large $D$ it is $2h$. The lifetime then gains a factor of two, not $10^4$. Large splitting is most effective when smooth spin-flipping disorder dominates initially and sharp spin-flipping defects are scarce.

## Real layers and the limits of the estimate

The lattice constant, mass and splitting are rough typical values for tungsten diselenide. The model, however, has one featureless orbital per site. In the real material the valence edges are mainly metal $d$ orbitals with opposite orbital angular momentum in the two valleys, and a threefold-symmetric scalar defect centred on a metal site cannot connect them at the band edge. The rates $v$ and $h_m$ therefore depend on the site and symmetry of the defect. The direct rate $h$ was also derived for a featureless orbital, so its size in the real material is not fixed by this model. The defect strengths and densities are assumptions, and $10^{11}$ cm$^{-2}$ describes a clean layer. With ten times more sharp defects, both $h$ and $h_m$ rise tenfold and the lifetime at 450 meV falls to about 8 ns. Measured hole-polarization lifetimes at a few kelvin range, roughly, from nanoseconds to microseconds; this calculation does not predict a particular sample.

For a hole density of $10^{11}$ cm$^{-2}$, the Fermi energy is $0.09\,kT$, so non-degenerate statistics are adequate. An optimistic mobility of 2000 cm$^2$/Vs gives collision broadening of $0.22\,kT$. At 500 cm$^2$/Vs it would be about $0.9\,kT$, and rates based on sharply defined hole energies would no longer be reliable. Born order is a cruder approximation for the sharp defects. Repeated scattering on the defect site multiplies $h$ and $h_m$ by about $1/|1-UG|^2$, where $G$ is the on-site Green function of the lattice. The parameter $\pi\nu UA_c=0.25$ measures only the imaginary part of $UG$; the real part is larger, because it grows logarithmically near a two-dimensional band edge. At hole energy $kT$ this band has $G\simeq0.83-0.25i$ eV$^{-1}$. The factor is then about 11 for $U=+1$ eV and 0.3 for $U=-1$ eV. Averaged over thermal hole energies, the correction changes the 78 ns to roughly 8 ns or 260 ns. Trigonal warping spreads the energy at $q_T$ by 5% of its mean. The lifetimes at large splitting are therefore order-of-magnitude estimates, but at the stated defect densities their contrast with $D=0$ stays above three orders of magnitude. With ten times more sharp defects and $U=+1$ eV it falls to about 200.

A spin-degenerate valence hill at $\Gamma$ would offer another route. If it lies 0.4 eV below the edge, its Boltzmann factor at 77 K is $7\times10^{-27}$; a much nearer hill would require its own rates. An in-plane field of 1 T, with $g$-factor 2, tilts the spin by only $3\times10^{-4}$ rad, because the splitting holds it along $z$. The field breaks time reversal, so scalar defects can make the joint flip even at the band edge. The spin overlap of the two upper states equals this tilt angle, and the rate $v_d(2\mu_BB/D)^2\simeq5\times10^3$ s$^{-1}$ is small beside $h_t$; it grows as $B^2$.

Temperature is the more serious limit. At 300 K the elastic model gives 20 ns, mainly because $h_t\propto T$; activation across 450 meV remains negligible. But a zone-edge phonon of assumed energy 25 meV has occupation 0.61, against 0.024 at 77 K. Such phonons supply valley momentum, and where they also break the mirror they can reverse spin. Their rate is not included and would shorten the lifetime. The splitting removes single spin flips at low energy; it does not remove processes that supply both the spin reversal and the valley momentum.

## Calculated quantities

```
lattice constant 0.33 nm; mass 0.4 m0; splitting 0.45 eV
temperature 77 K; kT = 6.635 meV
smooth patches: alpha0 0.005 eV nm, width 3.0 nm
smooth patch density 1.0e+12 cm^-2
sharp defects: Rashba bond 0.05 eV, scalar U 1.0 eV
sharp defect density 1.0e+11 cm^-2
cell area 0.09431 nm^2; |K| = 12.693 nm^-1
density of states per branch 0.8355 /(eV nm^2)
wavevector at energy kT 0.2639 nm^-1
Evolution weights: K up, K down, -K up, -K down
(hopping 1, Rashba scale 0.05, Ising hopping 0 or 0.3)
split-model splitting 3.118 hoppings
no splitting, smooth: 0.4935 0.5052 0.0007 0.0007
no splitting, sharp: 0.3032 0.2907 0.2014 0.2036
large splitting, smooth: 0.9973 0.0027 0.0000 0.0000
large splitting, sharp: 0.5186 0.0003 0.0003 0.4805
Kramers element, non-magnetic 6.9e-19 hoppings
Kramers element, magnetic 1.39e-03 hoppings
log10 valley/intravalley factor of patch -629
intravalley flip rate at D=0: 1.186e+11 s^-1
sharp intervalley flip rate: 6.054e+06 s^-1
same rate by zone integral at kT: 6.056e+06 s^-1
rms Rashba coefficient 0.00266 eV nm
mixing intervalley flip rate at D0: 3.450e+05 s^-1
spin-conserving valley rate, downhill: 7.093e+10 s^-1
Boltzmann factor at D0: 3.52e-30
activated series rate at D0: 1.50e-29 s^-1
spin lifetime at D = 0 meV: 0.004217 ns
spin lifetime at D = 50 meV: 8.43 ns
spin lifetime at D = 100 meV: 38.34 ns
spin lifetime at D = 200 meV: 64.1 ns
spin lifetime at D = 450 meV: 78.14 ns
lifetime gain, D0 against zero: 1.853e+04
activated = direct route at D = 48.0 meV
Sizes of neglected effects:
Fermi energy/kT at 1e+11 cm^-2: 0.090
broadening/kT at 2000 cm2/Vs: 0.218
Born parameter pi*nu*U*Ac: 0.248
trigonal warping of energy at kT: 4.60 %
branch mass ratio: 1.148
Gamma hill 0.4 eV deep, factor: 6.6e-27
phonon 25 meV number at 77 K: 0.0237
phonon number at 300 K: 0.613
spin tilt, 1 T in plane, g=2: 2.57e-04 rad
Boltzmann factor at D0, 300 K: 2.76e-08
series rate at D0, 300 K: 2.04e-03 s^-1
elastic lifetime at D0, 300 K: 20.1 ns
```
